**Conjugate gradient error bound in the energy norm, tested on model matrices and the polarizability of hydrogen**

For a real symmetric positive definite matrix \(A\) with extreme eigenvalues \(a<c\), \(\kappa=c/a\) and \(q=(\sqrt\kappa-1)/(\sqrt\kappa+1)\), the conjugate gradient error \(e_n=A^{-1}b-x_n\) obeys \(\|e_n\|_A\le 2q^n/(1+q^{2n})\,\|e_0\|_A\le2q^n\|e_0\|_A\), where \(\|v\|_A^2=v^TAv\) and the middle factor is \(1/T_n\big((\kappa+1)/(\kappa-1)\big)\) with \(T_n\) the Chebyshev polynomial. The program asserts orthogonality, conjugacy, Krylov spans and termination in exact rationals, optimality against a least-squares solution, the polynomial and spectral forms of the error, the Chebyshev identities, and the minimax value against a linear program (0.17424 both ways for \(\kappa=25\), \(n=6\)). It asserts that the middle bound is attained on matrices with eigenvalues at the Chebyshev extrema, holds on random matrices, improves for two large outliers in 80-digit arithmetic, fails for the Euclidean residual norm, and that the iteration breaks down on an indefinite matrix. The \(3\times3\) example \(\mathrm{diag}(1,5,9)\) reaches the ratio 0.47059 at \(n=2\), equal to the middle bound and above \(q^2=0.25\). For the static polarizability \(\alpha\) of hydrogen on a radial finite-difference grid, it asserts the bound at every step, the identity between the squared error ratio and the relative error of the Hylleraas value \(\alpha_n\), and Richardson extrapolation to \(9/2\) bohr\(^3\). At spacing 0.1 bohr, \(\kappa=598.8\), and an error ratio of \(10^{-4}\) takes 91 conjugate gradient steps against a guarantee of 122 and 2257 steps of steepest descent. Halving the spacing multiplies \(\sqrt\kappa\) by 2.013 and the step count by 1.989.

## Numerical check

```python
# Result under test: for symmetric positive definite A with extreme eigenvalues a < c,
# kappa = c/a, q = (sqrt(kappa)-1)/(sqrt(kappa)+1), the conjugate gradient (CG) error
# e_n = A^-1 b - x_n obeys |e_n|_A <= 2q^n/(1+q^2n) |e_0|_A <= 2q^n |e_0|_A, where
# |v|_A^2 = v.A.v. The middle value equals 1/T_n(z0), z0 = (kappa+1)/(kappa-1), T_n the
# Chebyshev polynomial; it is attained, and is the least maximum on [a,c] of any
# polynomial P of degree <= n with P(0) = 1. r_n residuals, p_n directions,
# gamma_n, beta_n CG scalars. Example: polarizability alpha of hydrogen (atomic units).
import numpy as np, sympy as sp, mpmath as mp
from fractions import Fraction
from numpy.polynomial import Polynomial, chebyshev, legendre
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import linprog
from scipy.constants import physical_constants
rng = np.random.default_rng(1)

def cg(A, b, x0, steps):
    x = x0.copy(); r = b - A.dot(x); p = r.copy(); rr = r.dot(r)
    xs, rs, ps, gammas, betas = [x], [r], [p], [], []
    for _ in range(steps):
        if rr == 0:
            break
        Ap = A.dot(p); g = rr / p.dot(Ap)
        x = x + p * g; r = r - Ap * g
        rr_new = r.dot(r); beta = rr_new / rr; rr = rr_new
        p = r + p * beta
        xs.append(x); rs.append(r); ps.append(p); gammas.append(g); betas.append(beta)
    return xs, rs, ps, gammas, betas

def anorm(A, v): return float(v.dot(A.dot(v))) ** 0.5
def rate(k): return (np.sqrt(k) - 1) / (np.sqrt(k) + 1)
def sharp(k, n): return 2 * rate(k) ** n / (1 + rate(k) ** (2 * n))
def errors(A, xstar, xs): return np.array([anorm(A, xstar - x) for x in xs]) / anorm(A, xstar - xs[0])
def cg_polys(gammas, betas):
    lam = Polynomial([0, 1]); P = Polynomial([1]); D = Polynomial([1]); out = [P]
    for g, be in zip(gammas, betas):
        P = P - g * lam * D; D = P + be * D; out.append(P)
    return out
def random_spd(lams):
    Q = np.linalg.qr(rng.normal(size=(len(lams), len(lams))))[0]
    M = (Q * lams) @ Q.T
    return (M + M.T) / 2

# exact rational arithmetic: orthogonality, conjugacy, Krylov span, termination
to_frac = np.vectorize(lambda v: Fraction(int(v)), otypes=[object])
B = rng.integers(-3, 4, (6, 6))
A = to_frac(B.T @ B + np.eye(6, dtype=int))
b = to_frac(rng.integers(1, 6, 6)); x0 = to_frac(rng.integers(-4, 5, 6))
xs, rs, ps, _, _ = cg(A, b, x0, 6)
assert all(v == 0 for v in rs[-1]) and len(rs) > 4
rat = lambda cols: sp.Matrix([[sp.Rational(v.numerator, v.denominator) for v in c] for c in cols])
krylov = [rs[0]]
for i in range(len(rs)):
    assert all(v == 0 for v in b - A.dot(xs[i]) - rs[i])
    for j in range(i):
        assert rs[i].dot(rs[j]) == 0 and ps[i].dot(A.dot(ps[j])) == 0
for n in range(1, 5):
    assert rat(krylov).rank() == n and rat(ps[:n]).rank() == n and rat(krylov + ps[:n]).rank() == n
    krylov.append(A.dot(krylov[-1]))

# optimality by least squares, polynomial form, spectral sum
A = random_spd(rng.uniform(1, 50, 12)); b = rng.normal(size=12); x0 = rng.normal(size=12)
xstar = np.linalg.solve(A, b); e0 = xstar - x0
xs, rs, ps, gam, bet = cg(A, b, x0, 6)
Lt = np.linalg.cholesky(A).T; lams, U = np.linalg.eigh(A); coef = U.T @ e0
polys = cg_polys(gam, bet)
for n in range(1, 7):
    V = np.array([np.linalg.matrix_power(A / 50, k) @ rs[0] for k in range(n)]).T
    y = np.linalg.lstsq(Lt @ V, Lt @ e0, rcond=None)[0]
    assert np.linalg.norm(x0 + V @ y - xs[n]) < 1e-8 * np.linalg.norm(e0)
    P = polys[n]
    assert P.degree() == n and abs(P(0) - 1) < 1e-14
    assert np.linalg.norm(U @ (P(lams) * coef) - (xstar - xs[n])) < 1e-9 * np.linalg.norm(e0)
    assert abs(np.sum(lams * coef**2 * P(lams)**2) / anorm(A, xstar - xs[n])**2 - 1) < 1e-8

# Chebyshev identities from the three-term recurrence
z, w, s, r_ = sp.symbols('z w s r', positive=True)
T = [sp.Integer(1), z]
for n in range(1, 8):
    T.append(sp.expand(2 * z * T[n] - T[n - 1]))
for n in range(9):
    assert sp.expand(T[n].subs(z, (w + 1 / w) / 2) - (w**n + w**-n) / 2) == 0
    for th in (0.3, 1.7, 2.9):
        assert abs(float(T[n].subs(z, np.cos(th))) - np.cos(n * th)) < 1e-11
    assert abs(1 / float(T[n].subs(z, sp.Rational(38, 36))) - sharp(37.0, n)) < 1e-13
ws = (s + 1) / (s - 1)
assert sp.simplify((ws + 1 / ws) / 2 - (s**2 + 1) / (s**2 - 1)) == 0

# minimax by linear programming, Legendre basis; a finite grid lowers the optimum by ~1e-5
grid = np.linspace(-1, 1, 2001); kap = 25.0; z0 = (kap + 1) / (kap - 1)
for n in range(1, 7):
    G = legendre.legvander(grid, n); one = np.ones((len(grid), 1))
    lp = linprog(np.r_[np.zeros(n + 1), 1], A_ub=np.block([[G, -one], [-G, -one]]),
                 b_ub=np.zeros(2 * len(grid)), A_eq=[np.r_[legendre.legvander(z0, n).ravel(), 0]],
                 b_eq=[1], bounds=[(None, None)] * (n + 2))
    assert lp.status == 0 and abs(lp.fun / sharp(kap, n) - 1) < 2e-4
print(f"minimax kappa=25 n=6: linear program {lp.fun:.5f}, 2q^n/(1+q^2n) {sharp(kap, 6):.5f}")

# sharpness: eigenvalues at Chebyshev extrema, squared residual weights (1/2,1,..,1,1/2)
for n in range(1, 11):
    j = np.arange(n + 1); wt = np.ones(n + 1); wt[[0, -1]] = 0.5
    assert max(abs(np.sum(wt * np.cos(m * j * np.pi / n))) for m in range(1, 2 * n)) < 1e-12
    lam = 50.5 - 49.5 * np.cos(j * np.pi / n); b = np.sqrt(wt)
    err = errors(np.diag(lam), b / lam, cg(np.diag(lam), b, 0 * b, n)[0])
    assert abs(err[n] / sharp(100.0, n) - 1) < 1e-9
print(f"sharp case kappa=100 n=10: CG {err[10]:.6f}, sharp bound {sharp(100., 10):.6f}, q^n {rate(100.)**10:.6f}")

# bound on random matrices; iteration-count inequality
for kap in (3.0, 40.0, 1000.0):
    A = random_spd(np.r_[1, kap, rng.uniform(1, kap, 58)]); b = rng.normal(size=60)
    err = errors(A, np.linalg.solve(A, b), cg(A, b, rng.normal(size=60), 15)[0])
    assert all(err[n] <= sharp(kap, n) + 1e-12 for n in range(16)) and np.all(np.diff(err) < 0)
for kap in np.logspace(0.01, 6, 50):
    assert abs(np.log(1 / rate(kap)) / (2 * np.arctanh(kap**-0.5)) - 1) < 1e-10
    assert np.log(1 / rate(kap)) > 2 / np.sqrt(kap)

# two large outliers cost two steps (80 digits, so rounding plays no part)
mp.mp.dps = 80
lam = np.array([mp.mpf(float(v)) for v in np.r_[np.linspace(1, 25, 40), 400, 900]], dtype=object)
A = np.full((42, 42), mp.mpf(0), dtype=object); A[np.arange(42), np.arange(42)] = lam
b = np.full(42, mp.mpf(1), dtype=object)
err = errors(A, b / lam, cg(A, b, b * 0, 16)[0])
assert all(err[n + 2] <= sharp(25.0, n) for n in range(15))
print(f"outliers 400, 900 above [1,25], n=16: CG {err[16]:.3e}, bound kappa=900 {sharp(900., 16):.3e}, "
      f"kappa=25 n=14 {sharp(25., 14):.3e}")

# counterexamples: residual norm, indefinite matrix; kappa = 1 is solved in one step
A = np.diag([1.0, 100.0]); b = np.array([10.0, 1.0]); xs, rs, *_ = cg(A, b, 0 * b, 1)
growth = np.linalg.norm(rs[1]) / np.linalg.norm(rs[0]); ea = errors(A, b / np.diag(A), xs)[1]
assert growth > 2 * rate(100.0) and ea <= sharp(100.0, 1)
print(f"diag(1,100), b=(10,1), n=1: |r1|/|r0| {growth:.4f}, 2q {2 * rate(100.):.4f}, energy ratio {ea:.4f}")
try:
    cg(to_frac(np.diag([1, -1])), to_frac([1, 1]), to_frac([0, 0]), 1); broke = False
except ZeroDivisionError:
    broke = True
assert broke
assert all(v == 0 for v in cg(to_frac(3 * np.eye(3)), to_frac([1, 2, 5]), to_frac([0, 1, 0]), 1)[1][1])

# hand example
lam = np.array([1.0, 5.0, 9.0]); A = np.diag(lam); b = np.array([1, np.sqrt(2), 1])
xs, rs, ps, gam, bet = cg(A, b, 0 * b, 2); err = errors(A, b / lam, xs); P2 = cg_polys(gam, bet)[2]
T2z0 = chebyshev.chebval(1.25, [0, 0, 1])
assert np.allclose(P2(lam), chebyshev.chebval((10 - 2 * lam) / 8, [0, 0, 1]) / T2z0, atol=1e-12)
assert abs(err[2] - sharp(9.0, 2)) < 1e-12 and err[2] > rate(9.0)**2
fmt = lambda v: "(" + ", ".join(f"{t + 0.0:.5f}" for t in np.round(v, 10)) + ")"
print("hand example (dimensionless): A=diag(1,5,9), b=" + fmt(b) + ", x0=0")
print(f"  kappa {lam[2] / lam[0]:.1f}, q {rate(9.):.4f}, z0 {(9 + 1) / (9 - 1):.4f}, T2(z0) {T2z0:.4f}")
print(f"  gamma0 {gam[0]:.5f}, beta0 {bet[0]:.5f}, gamma1 {gam[1]:.5f}, p1.A.p1 {anorm(A, ps[1])**2:.5f}")
print("  x* " + fmt(b / lam) + "  x1 " + fmt(xs[1]) + "  r1 " + fmt(rs[1]))
print("  p1 " + fmt(ps[1]) + "  x2 " + fmt(xs[2]) + "  r2 " + fmt(rs[2]))
print("  |e_n|_A^2, n=0,1,2: " + fmt([anorm(A, b / lam - x)**2 for x in xs]))
print("  P2 coefficients (1, lambda, lambda^2) " + fmt(P2.coef) + "  roots " + fmt(P2.roots()))
print(f"  n=1: ratio {err[1]:.5f}, sharp bound {sharp(9., 1):.5f}, 2q {2 * rate(9.):.5f}")
print(f"  n=2: ratio {err[2]:.5f}, sharp bound {sharp(9., 2):.5f}, 2q^2 {2 * rate(9.)**2:.5f}, q^2 {rate(9.)**2:.5f}")

# hydrogen: continuum solution, then finite differences
src = r_ * 2 * r_ * sp.exp(-r_) / sp.sqrt(3)
sol = 2 / sp.sqrt(3) * (r_**2 + r_**3 / 2) * sp.exp(-r_)
assert sp.simplify(-sp.diff(sol, r_, 2) / 2 + (1 / r_**2 - 1 / r_ + sp.Rational(1, 2)) * sol - src) == 0
alpha_exact = float(2 * sp.integrate(sp.expand(src * sol), (r_, 0, sp.oo)))
box, eps = 30.0, 1e-4
a0_ang = physical_constants['Bohr radius'][0] * 1e10
print(f"hydrogen: box {box:.0f} bohr, target eps {eps:.0e}, continuum alpha {alpha_exact:.4f} bohr^3"
      f" = {alpha_exact * a0_ang**3:.4f} angstrom^3")
res = {}
for h in (0.1, 0.05):
    N = round(box / h) - 1; r = h * np.arange(1, N + 1); off = np.full(N - 1, -0.5 / h**2)
    E, u = eigh_tridiagonal(1 / h**2 - 1 / r, off, select='i', select_range=(0, 0))
    A = np.diag(1 / h**2 - 1 / r + 1 / r**2 - E[0]) + np.diag(off, 1) + np.diag(off, -1)
    b = r * u[:, 0] / np.sqrt(3); lams = np.linalg.eigvalsh(A); kap = lams[-1] / lams[0]; q = rate(kap)
    xstar = np.linalg.solve(A, b); alpha = 2 * b @ xstar
    n_bound = int(np.ceil(np.log(2 / eps) / np.log(1 / q)))
    n_simple = int(np.ceil(np.sqrt(kap) / 2 * np.log(2 / eps)))
    assert lams[0] > 0 and 2 * q**n_bound <= eps < 2 * q**(n_bound - 1) and n_simple >= n_bound
    xs = cg(A, b, 0 * b, n_bound)[0]; err = errors(A, xstar, xs)
    assert all(err[n] <= sharp(kap, n) + 1e-12 for n in range(n_bound + 1))
    hyll = np.array([2 * (2 * b @ x - x @ A @ x) for x in xs])
    assert np.max(np.abs((alpha - hyll) / alpha - err**2)) < 1e-11
    n_cg = int(np.argmax(err <= eps)); res[h] = (alpha, kap, n_cg)
    print(f"h {h} bohr: N {N}, E0 {E[0]:.6f} hartree, a {lams[0]:.5f} hartree, c {lams[-1]:.2f} hartree")
    print(f"  kappa {kap:.1f}, sqrt(kappa) {np.sqrt(kap):.3f}, q {q:.5f}, ln(1/q) {np.log(1 / q):.5f}, "
          f"ln(2/eps) {np.log(2 / eps):.4f}")
    print(f"  alpha grid {alpha:.6f} bohr^3 = {alpha * a0_ang**3:.4f} angstrom^3")
    print(f"  steps to eps: CG {n_cg}, from 2q^n {n_bound}, from sqrt(kappa)/2 ln(2/eps) {n_simple}")
    if h == 0.1:
        for n in (10, 20, 40, 60, 80, 100):
            print(f"  n {n}: ratio {err[n]:.3e}, sharp {sharp(kap, n):.3e}, 2q^n {2 * q**n:.3e}, "
                  f"alpha_n {hyll[n]:.6f} bohr^3")
        x = 0 * b; n_sd = 0; prev = 1.0; fac = (kap - 1) / (kap + 1); e0n = anorm(A, xstar)
        while prev > eps:
            rv = b - A @ x; x = x + rv * (rv @ rv) / (rv @ A @ rv); n_sd += 1
            cur = anorm(A, xstar - x) / e0n
            assert cur <= fac * prev * (1 + 1e-7)
            prev = cur
        assert n_sd > 5 * n_cg
        print(f"  steepest descent: factor {fac:.5f}, steps {n_sd}, "
              f"bound {int(np.ceil(np.log(eps) / np.log(fac)))}")
rich = (4 * res[0.05][0] - res[0.1][0]) / 3
root_ratio = np.sqrt(res[0.05][1] / res[0.1][1]); step_ratio = res[0.05][2] / res[0.1][2]
assert abs(rich - alpha_exact) < 2e-3          # remainder of order h^4
assert abs(root_ratio / 2 - 1) < 0.03 and 1.5 < step_ratio < 2.5
print(f"Richardson alpha {rich:.4f} bohr^3")
print(f"halving h: sqrt(kappa) ratio {root_ratio:.3f}, CG step ratio {step_ratio:.3f}")
print("checks complete")
```

It prints:

```
minimax kappa=25 n=6: linear program 0.17424, 2q^n/(1+q^2n) 0.17424
sharp case kappa=100 n=10: CG 0.264089, sharp bound 0.264089, q^n 0.134431
outliers 400, 900 above [1,25], n=16: CG 3.935e-03, bound kappa=900 6.152e-01, kappa=25 n=14 6.851e-03
diag(1,100), b=(10,1), n=1: |r1|/|r0| 4.9500, 2q 1.6364, energy ratio 0.7000
hand example (dimensionless): A=diag(1,5,9), b=(1.00000, 1.41421, 1.00000), x0=0
  kappa 9.0, q 0.5000, z0 1.2500, T2(z0) 2.1250
  gamma0 0.20000, beta0 0.32000, gamma1 0.29412, p1.A.p1 4.35200
  x* (1.00000, 0.28284, 0.11111)  x1 (0.20000, 0.28284, 0.20000)  r1 (0.80000, 0.00000, -0.80000)
  p1 (1.12000, 0.45255, -0.48000)  x2 (0.52941, 0.41595, 0.05882)  r2 (0.47059, -0.66551, 0.47059)
  |e_n|_A^2, n=0,1,2: (1.51111, 0.71111, 0.33464)
  P2 coefficients (1, lambda, lambda^2) (1.00000, -0.58824, 0.05882)  roots (2.17157, 7.82843)
  n=1: ratio 0.68599, sharp bound 0.80000, 2q 1.00000
  n=2: ratio 0.47059, sharp bound 0.47059, 2q^2 0.50000, q^2 0.25000
hydrogen: box 30 bohr, target eps 1e-04, continuum alpha 4.5000 bohr^3 = 0.6668 angstrom^3
h 0.1 bohr: N 299, E0 -0.498756 hartree, a 0.37373 hartree, c 223.78 hartree
  kappa 598.8, sqrt(kappa) 24.470, q 0.92148, ln(1/q) 0.08178, ln(2/eps) 9.9035
  alpha grid 4.534210 bohr^3 = 0.6719 angstrom^3
  steps to eps: CG 91, from 2q^n 122, from sqrt(kappa)/2 ln(2/eps) 122
  n 10: ratio 1.435e-01, sharp 7.389e-01, 2q^n 8.828e-01, alpha_n 4.440784 bohr^3
  n 20: ratio 6.034e-02, sharp 3.754e-01, 2q^n 3.897e-01, alpha_n 4.517702 bohr^3
  n 40: ratio 1.025e-02, sharp 7.582e-02, 2q^n 7.593e-02, alpha_n 4.533735 bohr^3
  n 60: ratio 1.721e-03, sharp 1.479e-02, 2q^n 1.479e-02, alpha_n 4.534197 bohr^3
  n 80: ratio 2.740e-04, sharp 2.883e-03, 2q^n 2.883e-03, alpha_n 4.534210 bohr^3
  n 100: ratio 4.265e-05, sharp 5.616e-04, 2q^n 5.616e-04, alpha_n 4.534210 bohr^3
  steepest descent: factor 0.99667, steps 2257, bound 2758
h 0.05 bohr: N 599, E0 -0.499688 hartree, a 0.37468 hartree, c 909.42 hartree
  kappa 2427.2, sqrt(kappa) 49.266, q 0.96021, ln(1/q) 0.04060, ln(2/eps) 9.9035
  alpha grid 4.508544 bohr^3 = 0.6681 angstrom^3
  steps to eps: CG 181, from 2q^n 244, from sqrt(kappa)/2 ln(2/eps) 244
Richardson alpha 4.5000 bohr^3
halving h: sqrt(kappa) ratio 2.013, CG step ratio 1.989
checks complete
```
